# Transverse Tunnel Current from Skew Transmission at a Rashba Interface: a numerical check

```python
"""Transverse current from skew tunnelling through a Rashba interface.

Result under test: for ferromagnet / barrier / normal metal with
  H_R = alpha delta(z) (ky sx - kx sy),  exchange = -(Delta/2) m.sigma (z<0),
the transmission depends on k only through |k| and c = k.(z x m), so the
transverse current is along z x m_parallel and reverses with m_parallel.
m = majority-spin direction; e_maj, e_min, e_right = band fillings;
v_b = barrier height above the Fermi level; d = thickness; m_l, m_b, m_r =
masses. Internally atomic units; k = in-plane wave vector.
"""
from collections import namedtuple
import numpy as np
from scipy import constants as sc

HA = sc.physical_constants["Hartree energy in eV"][0]
A0 = sc.physical_constants["Bohr radius"][0] * 1e10       # angstrom
NM = 10 / A0                                               # nm in bohr
Junction = namedtuple(
    "Junction", "e_maj e_min e_right v_b d alpha m_l m_b m_r")
SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1, -1]).astype(complex)
ID = np.eye(2, dtype=complex)


def load(p, k, e=0.0):
    """Complex velocity gamma presented by barrier plus normal metal."""
    kap = np.sqrt(2 * p.m_b * (p.v_b - e) + k**2 + 0j)
    vr = np.sqrt(2 * p.m_r * (p.e_right + e) - k**2) / p.m_r
    q = kap / p.m_b
    ch, sh = np.cosh(kap * p.d), np.sinh(kap * p.d)
    den = q * ch - 1j * vr * sh
    real = vr * np.abs(q / den)**2
    imag = (-1j * q * (1j * vr * ch - q * sh) / den).imag
    return real + 1j * imag


def velocities(p, k, e=0.0):
    return [np.sqrt(2 * p.m_l * (f + e) - k**2 + 0j) / p.m_l
            for f in (p.e_maj, p.e_min)]


def transmission(p, k, c, e=0.0):
    """Closed form, summed over both spins."""
    g = load(p, k, e)
    vp, vm = velocities(p, k, e)
    v0, v1, lam = (vp + vm) / 2, (vp - vm) / 2, 2 * p.alpha
    a = v0 + g
    mb = v1 + 1j * lam * c
    bb = v1**2 - lam**2 * k**2 + 2j * lam * v1 * c
    babs = np.abs(v1)**2 + lam**2 * k**2 + 2 * lam * c * v1.imag
    num = (v0.real * (np.abs(a)**2 + babs)
           - 2 * v1.real * (np.conj(a) * mb).real)
    return 8 * g.real * num / np.abs(a**2 - bb)**2


def first_order_odd(p, k, c):
    g = load(p, k)
    vp, vm = velocities(p, k)
    return (-8 * g.real * g.imag * 2 * p.alpha * c
            * (vp.real / abs(vp + g)**4 - vm.real / abs(vm + g)**4))


def radial_grid(p, e=0.0, n=80):
    """Gauss nodes, split where the minority channel closes."""
    kap0 = np.sqrt(2 * p.m_b * (p.v_b - e))
    cut = np.sqrt((kap0 + 25 / p.d)**2 - kap0**2)
    top = min(cut, np.sqrt(2 * p.m_l * (p.e_maj + e)),
              np.sqrt(2 * p.m_r * (p.e_right + e)))
    edges = [0.0, top]
    kmin = np.sqrt(max(2 * p.m_l * (p.e_min + e), 0.0))
    if 0 < kmin < top:
        edges = [0.0, kmin, top]
    x, w = np.polynomial.legendre.leggauss(n)
    ks = [(b - a) / 2 * x + (a + b) / 2 for a, b in zip(edges, edges[1:])]
    ws = [(b - a) / 2 * w for a, b in zip(edges, edges[1:])]
    return np.concatenate(ks), np.concatenate(ws)


def hall(p, m_par=1.0, e=0.0, n=80):
    """k-integrals of T and of (k_t/Q) T, k_t along z x m_parallel."""
    k, w = radial_grid(p, e, n)
    phi = 2 * np.pi * (np.arange(24) + 0.5) / 24
    kk, cs = k[:, None], np.cos(phi)[None, :]
    t = transmission(p, kk, kk * cs * m_par, e)
    q = np.sqrt(2 * p.m_r * (p.e_right + e) - kk**2)
    wt = (w * k)[:, None] * (2 * np.pi / 24) / (4 * np.pi**2)
    return np.array([(wt * t).sum(), (wt * t * kk * cs / q).sum()])


def ratio(p, **kw):
    gz, gt = hall(p, **kw)
    return gt / gz


def lattice(p, kx, ky, m, alpha2=0.0, n=1000):
    """Finite-difference scattering solution of the original Hamiltonian.

    alpha2 adds a Rashba term at the second interface. Returns the total
    left-to-right transmission and the right-side total reflection.
    """
    kx, ky = np.atleast_1d(kx).astype(float), np.atleast_1d(ky).astype(float)
    k2 = kx**2 + ky**2
    k, h = np.sqrt(k2), p.d / n
    box = lambda f: np.asarray(f)[:, None, None]
    ms = m[0] * SX + m[1] * SY + m[2] * SZ
    ws = box(ky) * SX - box(kx) * SY
    ul = k2 / (2 * p.m_l) - (p.e_maj + p.e_min) / 2
    half = (p.e_maj - p.e_min) / 2
    ub = k2 / (2 * p.m_b) + p.v_b
    ur = k2 / (2 * p.m_r) - p.e_right
    gl, gb, gr = [1 / (2 * mass * h * h) for mass in (p.m_l, p.m_b, p.m_r)]
    xr = 1 + h * h * p.m_r * ur
    er = xr + 1j * np.sqrt(1 - xr**2)
    incoming = []
    for phase in (er, er.conj()):
        psi0, psi1 = 0, 0
        for tau in (1, -1):
            nxt, cur = phase, np.ones_like(phase)
            un = (ub + ur) / 2 + tau * alpha2 * k / h
            nxt, cur = cur, cur + (gr * (cur - nxt) + un * cur) / gb
            for _ in range(n - 1):
                nxt, cur = cur, 2 * cur - nxt + ub / gb * cur
            proj = (ID + tau * ws / box(k)) / 2
            psi0 = psi0 + proj * box(cur)
            psi1 = psi1 + proj * box(nxt)
        u0 = box((ul + ub) / 2) * ID - half / 2 * ms + p.alpha * ws / h
        psim = psi0 + (gb * (psi0 - psi1) + u0 @ psi0) / gl
        amp, vinv = 0, 0
        for s in (1, -1):
            x = 1 + h * h * p.m_l * (ul - s * half)
            ph = x + 1j * np.sqrt(1 - x**2 + 0j)
            ps = (ID + s * ms) / 2
            amp = amp + ps @ (psim - box(ph) * psi0) / box(1 / ph - ph)
            is_open = np.abs(x) < 1
            vel = np.where(is_open, ph.imag, 1.0) / (p.m_l * h)
            vinv = vinv + ps * box(np.where(is_open, 1 / vel, 0.0))
        incoming.append((amp, vinv))
    inv = np.linalg.inv(incoming[0][0])
    dag = lambda a: np.conj(np.swapaxes(a, 1, 2))
    tr = lambda a: np.trace(a, axis1=1, axis2=2).real
    t = er.imag / (p.m_r * h) * tr(inv @ incoming[0][1] @ dag(inv))
    refl = inv @ incoming[1][0]
    return t, tr(refl @ dag(refl))


def lattice_hall(p, m, alpha2=0.0):
    """Vector Hall ratio (x, y) from the lattice transmission."""
    k, w = radial_grid(p, n=40)
    phi = 2 * np.pi * (np.arange(16) + 0.5) / 16
    kx, ky = np.outer(k, np.cos(phi)), np.outer(k, np.sin(phi))
    t = lattice(p, kx.ravel(), ky.ravel(), m, alpha2)[0].reshape(kx.shape)
    t = t * (w * k)[:, None]
    q = np.sqrt(2 * p.m_r * p.e_right - k**2)[:, None]
    return np.array([(t * kx / q).sum(), (t * ky / q).sum()]) / t.sum()


def thick_ratio(p):
    vp, vm = [v.real for v in velocities(p, 0.0)]
    kap0 = np.sqrt(2 * p.m_b * p.v_b)
    b = kap0 / p.m_b
    s = (2 * b * (vp / (vp**2 + b**2)**2 - vm / (vm**2 + b**2)**2)
         / (vp / (vp**2 + b**2) + vm / (vm**2 + b**2)))
    return -p.alpha * s * kap0 / (p.d * np.sqrt(2 * p.m_r * p.e_right))


# Rough, round parameters in the iron / alumina / copper regime.
ex = Junction(4.25 / HA, 0.75 / HA, 5.0 / HA, 3.0 / HA, 1.0 * NM,
              1.0 / (HA * A0**2), 1.0, 0.4, 1.0)
closed = ex._replace(e_min=-0.5 / HA)
other = ex._replace(m_l=1.3, m_r=0.8, v_b=1.2 / HA, alpha=3 * ex.alpha)

# Closed form and unitarity against the lattice, including a closed channel.
m_test = np.array([0.48, -0.36, 0.8])
kx0, ky0 = 0.09, 0.13
k0 = np.hypot(kx0, ky0)
c0 = m_test[0] * ky0 - m_test[1] * kx0
worst_t = worst_odd = worst_unit = 0.0
for p in (ex, closed, other):
    t, r = lattice(p, [kx0, -kx0], [ky0, -ky0], m_test)
    f = np.array([transmission(p, k0, c0), transmission(p, k0, -c0)])
    worst_t = max(worst_t, np.max(abs(t / f - 1)))
    worst_odd = max(worst_odd, abs((t[0] - t[1]) / (f[0] - f[1]) - 1))
    worst_unit = max(worst_unit, np.max(abs(t + r - 2)))
assert worst_t < 1e-3 and worst_odd < 3e-3 and worst_unit < 1e-8

# Skewness disappears without exchange, without Rashba, or without a
# reactive load (barrier replaced by normal metal, both spins open).
no_exchange = ex._replace(e_maj=2.5 / HA, e_min=2.5 / HA)
contact = ex._replace(v_b=-ex.e_right, m_b=ex.m_r)
for p in (no_exchange, ex._replace(alpha=0.0), contact):
    t, _ = lattice(p, [kx0, -kx0], [ky0, -ky0], m_test)
    assert abs(t[0] - t[1]) < 1e-8 * t.sum()

# Direction and reversal of the integrated current, from the lattice.
base = lattice_hall(ex, m_test)
flip_par = lattice_hall(ex, m_test * [-1, -1, 1])
flip_x = lattice_hall(ex, m_test * [-1, 1, 1])
flip_z = lattice_hall(ex, m_test * [1, 1, -1])
only_z = lattice_hall(ex, np.array([0.0, 0.0, 1.0]))
size = np.linalg.norm(base)
assert np.allclose(flip_par, -base, atol=1e-6 * size)
assert np.allclose(flip_x, base * [1, -1], atol=1e-6 * size)
assert np.allclose(flip_z, base, atol=1e-6 * size)
assert np.linalg.norm(only_z) < 1e-6 * size
mp = np.hypot(m_test[0], m_test[1])
predicted = ratio(ex, m_par=mp) * np.array([-m_test[1], m_test[0]]) / mp
assert np.allclose(base, predicted, atol=3e-3 * size)

# First-order skewness: relative error must fall as alpha squared.
errs = []
for scale in (1.0, 0.5):
    p = ex._replace(alpha=scale * ex.alpha)
    odd = (transmission(p, k0, c0) - transmission(p, k0, -c0)) / 2
    errs.append(abs(first_order_odd(p, k0, c0) / odd - 1))
assert errs[0] < 0.05 and abs(errs[0] / errs[1] - 4) < 0.3

# Thick-barrier law: remove the 1/d correction by extrapolation.
thick_errs = []
for height in (1.5, 4.0):
    p20 = ex._replace(v_b=height / HA, d=20 * NM)
    p40 = p20._replace(d=40 * NM)
    limit = 2 * ratio(p40) * p40.d - ratio(p20) * p20.d
    thick_errs.append(abs(limit / (thick_ratio(p40) * p40.d) - 1))
assert max(thick_errs) < 1e-2
vp0, vm0 = [v.real for v in velocities(ex, 0.0)]
gm = np.sqrt(vp0 * vm0)
v_comp = ex.m_b * gm * (vp0 + vm0 + gm) / 2
low = ratio(ex._replace(v_b=0.8 * v_comp, d=40 * NM))
high = ratio(ex._replace(v_b=1.2 * v_comp, d=40 * NM))
assert low * high < 0

# Quadrature convergence and midpoint image-energy factor ln 2.
gz, gt = hall(ex)
assert np.allclose(hall(ex, n=160), [gz, gt], rtol=1e-5)
j = np.arange(1, 20001)
image_factor = 0.5 * (1 + np.sum(j / (j**2 - 0.25) - 1 / j))
assert abs(image_factor - np.log(2)) < 1e-8

# Device numbers and sizes of neglected effects.
bias, temp, eps_r, mfp_nm, b_sat = 0.01, 300.0, 3.0, 10.0, 0.01
cond = sc.e**2 / sc.h * gz / (A0 * 1e-10)**2
jz = cond * bias / 1e4
jt = jz * gt / gz
kt = sc.k * temp / sc.e / HA
xs = np.linspace(-12, 12, 49)
thermal = sum(hall(ex, e=x * kt) / (4 * np.cosh(x / 2)**2)
              for x in xs) * (xs[1] - xs[0])
d_m = ex.d * A0 * 1e-10
image = sc.e * image_factor / (4 * np.pi * sc.epsilon_0 * eps_r * d_m)
rough = sum(hall(ex._replace(d=x * NM)) for x in (0.9, 1.0, 1.1))
k_r = np.sqrt(2 * ex.m_r * ex.e_right)
lorentz = sc.e * b_sat * mfp_nm * 1e-9 / (sc.hbar * k_r / (A0 * 1e-10))
second = [lattice_hall(ex, np.array([1.0, 0, 0]), s * ex.alpha)[1]
          for s in (-1, 1)]
ks = 0.2 * A0
g_s = load(ex, ks)
vps, vms = [v.real for v in velocities(ex, ks)]
tp, tm = transmission(ex, ks, ks), transmission(ex, ks, -ks)
fo = first_order_odd(ex, ks, ks)
U = HA * A0                                                # hbar*v in eV A


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("majority band filling", ex.e_maj * HA, "eV")
show("minority band filling", ex.e_min * HA, "eV")
show("normal-metal filling", ex.e_right * HA, "eV")
show("barrier height", ex.v_b * HA, "eV")
show("barrier thickness", ex.d / NM, "nm")
show("barrier mass", ex.m_b, "electron masses")
show("Rashba strength alpha", ex.alpha * HA * A0**2, "eV A^2")
show("majority Fermi wave vector", np.sqrt(2 * ex.e_maj) / A0, "1/A")
show("minority Fermi wave vector", np.sqrt(2 * ex.e_min) / A0, "1/A")
show("normal-metal Fermi wave vector", k_r / A0, "1/A")
show("barrier decay constant at k=0",
     np.sqrt(2 * ex.m_b * ex.v_b) / A0, "1/A")
show("sample k_y, majority spin along +x", ks / A0, "1/A")
show("sample hbar*v majority", vps * U, "eV A")
show("sample hbar*v minority", vms * U, "eV A")
show("sample hbar*b (reactive load)", g_s.imag * U, "eV A")
show("sample hbar*gamma_r", g_s.real * U, "eV A")
show("sample Rashba shift 2 alpha k", 2 * ex.alpha * ks * U, "eV A")
show("T at +k_y", tp, fmt=".6e")
show("T at -k_y", tm, fmt=".6e")
show("odd part of T, exact", (tp - tm) / 2, fmt=".4e")
show("odd part of T, first order", fo, fmt=".4e")
show("skew asymmetry (T+ - T-)/(T+ + T-)", (tp - tm) / (tp + tm))
show("Hall ratio j_t/j_z, m in plane", gt / gz, fmt=".4e")
show("Hall ratio, linear in alpha",
     10 * ratio(ex._replace(alpha=ex.alpha / 10)), fmt=".4e")
show("Hall ratio, thick-barrier law", thick_ratio(ex), fmt=".4e")
for name, vec in (("+x", [1, 0, 0]), ("-x", [-1, 0, 0]),
                  ("+y", [0, 1, 0]), ("+z", [0, 0, 1])):
    hx, hy = lattice_hall(ex, np.array(vec, float)) + 0.0
    hx, hy = [0.0 if abs(v) < 1e-10 else v for v in (hx, hy)]
    print(f"lattice j_x/j_z, j_y/j_z for m {name}: {hx:.4e}, {hy:.4e}")
show("bias", bias * 1e3, "mV")
show("barrier field", bias / (d_m * 100) / 1e6, "MV/cm")
show("resistance-area product", 1e12 / cond, "ohm um^2")
show("tunnel current density", jz, "A/cm^2")
show("transverse current density", jt, "A/cm^2")
for height in (1.0, 2.0, 3.0, 4.0):
    show(f"Hall ratio at barrier {height:.0f} eV",
         ratio(ex._replace(v_b=height / HA)), fmt=".4e")
show("thick-barrier sign-change height", v_comp * HA, "eV")
show("Hall ratio at 300 K", thermal[1] / thermal[0], fmt=".4e")
show("conductance 300 K / 0 K", thermal[0] / gz, fmt=".5f")
show("image lowering, rel. permittivity 3", image, "eV")
show("Hall ratio with image lowering",
     ratio(ex._replace(v_b=ex.v_b - image / HA)), fmt=".4e")
show("Hall ratio, barrier lowered by half bias",
     ratio(ex._replace(v_b=ex.v_b - bias / 2 / HA)), fmt=".4e")
show("Hall ratio, thickness 0.9/1.0/1.1 nm mix",
     rough[1] / rough[0], fmt=".4e")
show("Hall ratio, minority band closed", ratio(closed), fmt=".4e")
show("Hall ratio, second Rashba -alpha", second[0], fmt=".4e")
show("Hall ratio, second Rashba +alpha", second[1], fmt=".4e")
show("Lorentz deflection, 10 mT over 10 nm", lorentz, fmt=".2e")
show("transverse sheet current, 10 nm path", jt * mfp_nm * 1e-7 * 1e6,
     "uA/cm")
show("largest lattice/formula error in T", worst_t, fmt=".1e")
show("largest lattice/formula error in odd T", worst_odd, fmt=".1e")
show("largest error of thick-barrier law", max(thick_errs), fmt=".1e")
print("done: every assertion held")
```

Printed output:

```
majority band filling: 4.25 eV
minority band filling: 0.75 eV
normal-metal filling: 5 eV
barrier height: 3 eV
barrier thickness: 1 nm
barrier mass: 0.4 electron masses
Rashba strength alpha: 1 eV A^2
majority Fermi wave vector: 1.056 1/A
minority Fermi wave vector: 0.4437 1/A
normal-metal Fermi wave vector: 1.146 1/A
barrier decay constant at k=0: 0.5612 1/A
sample k_y, majority spin along +x: 0.2 1/A
sample hbar*v majority: 7.902 eV A
sample hbar*v minority: 3.018 eV A
sample hbar*b (reactive load): 11.35 eV A
sample hbar*gamma_r: 0.0001461 eV A
sample Rashba shift 2 alpha k: 0.4 eV A
T at +k_y: 3.669150e-05
T at -k_y: 3.729810e-05
odd part of T, exact: -3.0330e-07
odd part of T, first order: -3.0433e-07
skew asymmetry (T+ - T-)/(T+ + T-): -0.008198
Hall ratio j_t/j_z, m in plane: -2.3429e-03
Hall ratio, linear in alpha: -2.3466e-03
Hall ratio, thick-barrier law: -5.4121e-04
lattice j_x/j_z, j_y/j_z for m +x: 0.0000e+00, -2.3429e-03
lattice j_x/j_z, j_y/j_z for m -x: 0.0000e+00, 2.3429e-03
lattice j_x/j_z, j_y/j_z for m +y: 2.3429e-03, 0.0000e+00
lattice j_x/j_z, j_y/j_z for m +z: 0.0000e+00, 0.0000e+00
bias: 10 mV
barrier field: 0.1 MV/cm
resistance-area product: 766.7 ohm um^2
tunnel current density: 1304 A/cm^2
transverse current density: -3.056 A/cm^2
Hall ratio at barrier 1 eV: -1.4498e-04
Hall ratio at barrier 2 eV: -1.5061e-03
Hall ratio at barrier 3 eV: -2.3429e-03
Hall ratio at barrier 4 eV: -2.9240e-03
thick-barrier sign-change height: 2.279 eV
Hall ratio at 300 K: -2.3287e-03
conductance 300 K / 0 K: 1.00509
image lowering, rel. permittivity 3: 0.3327 eV
Hall ratio with image lowering: -2.1010e-03
Hall ratio, barrier lowered by half bias: -2.3395e-03
Hall ratio, thickness 0.9/1.0/1.1 nm mix: -2.6657e-03
Hall ratio, minority band closed: -6.4270e-03
Hall ratio, second Rashba -alpha: 3.8879e-04
Hall ratio, second Rashba +alpha: -5.0741e-03
Lorentz deflection, 10 mT over 10 nm: 1.33e-05
transverse sheet current, 10 nm path: -3.056 uA/cm
largest lattice/formula error in T: 7.5e-06
largest lattice/formula error in odd T: 8.7e-05
largest error of thick-barrier law: 9.2e-04
done: every assertion held
```
